# Symmetry, accuracy and cost of shifted Monkhorst-Pack grids in hexagonal cells, part 2

We test the belief that even, half-shifted Monkhorst-Pack grids are always better, on the hexagonal lattice $\mathbf a_1 = a(1,0)$, $\mathbf a_2 = a(-\tfrac12,\tfrac{\sqrt3}{2})$. Grids are $\mathbf x = (\mathbf m+\mathbf s)/q$, with integer $\mathbf m$, $x_i = \mathbf k\cdot\mathbf a_i/2\pi$ and $\mathbf s=0$ ($\Gamma$), $(\tfrac12,\tfrac12)$ (half) or $(\tfrac13,\tfrac13)$ (third). An operation $M$ preserves a grid if and only if $(M-1)\,\mathbf s\in\mathbb Z^2$. The half shift keeps 4 of 12 operations: the identity, $-1$, $x_1\leftrightarrow x_2$ and the product of the last two. Its three images unite into 48 points at $q=4$.

For an integrand with Fourier coefficients $c(\mathbf n)$,

$$\langle g\rangle_{q,\mathbf s} - c(0) = \sum_{\mathbf n\neq0}c(q\mathbf n)\,e^{2\pi i\,\mathbf n\cdot\mathbf s}.$$

The first star $\pm(1,0),\pm(0,1),\pm(1,1)$ has phase sums $6,-2,-3$ for $\Gamma$, half, third. With err the grid mean minus the exact mean, a fully symmetric integrand obeys

$$\mathrm{err}_{1/2}(q) = \tfrac13\left[4\,\mathrm{err}_\Gamma(2q)-\mathrm{err}_\Gamma(q)\right],$$

a ratio $-\tfrac13$ when $\mathrm{err}_\Gamma(2q)$ is negligible. The irreducible points number

$$N_\Gamma(q) = \tfrac1{12}\left[q^2+6q+\gcd(2,q)^2+2\gcd(3,q)+2\right],$$

$$N_{1/2}(q) = \frac{3q^2+6q}{12} = \frac{q(q+2)}{4}$$

(even $q$). Equal cost means $q_\Gamma\approx\sqrt3\,(q+1)-3$.

The model, in Hartree atomic units, is a honeycomb insulator with on-site energies $\pm\Delta$ on sites A and B, hoppings $t_j$ (all equal to $t$ unless varied), two electrons per cell, bands $\pm\varepsilon$ and energy per cell $U = -2\langle\varepsilon\rangle$. The B neighbours of A lie at $\boldsymbol\delta_j = \boldsymbol\tau+\mathbf R_j$, with $\boldsymbol\tau = (2\mathbf a_1+\mathbf a_2)/3$ and $\mathbf R_j = 0,\,-\mathbf a_1,\,-\mathbf a_1-\mathbf a_2$, at distance $d_0 = a/\sqrt3$, along unit vectors $\hat{\boldsymbol\delta}_j$ $120^\circ$ apart. With $e_j = e^{i\mathbf k\cdot\mathbf R_j}$, $f = \sum_je_j$, $\alpha_1 = 2\pi x_1$, $\alpha_2 = 2\pi x_2$, $\alpha_3 = -\alpha_1-\alpha_2$, we have $\varepsilon^2=\Delta^2+t^2|f|^2$ and $|f|^2 = 3+2(\cos\alpha_1+\cos\alpha_2+\cos\alpha_3)$. The bond order is $p_j = -\tfrac12\,\partial U/\partial t_j$, and

$$p_j = \langle g_j\rangle,\qquad g_j = \frac{t\operatorname{Re}(f^*e_j)}{\varepsilon}.$$

The numerators for bonds 1, 2, 3 omit $\alpha_2,\alpha_3,\alpha_1$ respectively. The $\Gamma$ and third-shifted grids give $p_1=p_2=p_3$; the half-shifted grid ensures only $p_1=p_3$.

The size of the splitting follows from the first star, whose modes are $e^{\pm iq\alpha_i}$. All coefficients are real and even in $\mathbf n$, because $g_j$ is real and even. By permutation symmetry the coefficient of $e^{\pm iq\alpha_i}$ in $g_j$ takes two values: $w$ if bond $j$ omits $\alpha_i$, and $u$ otherwise. The half shift gives the phases $-1,-1,+1$ to $\alpha_1,\alpha_2,\alpha_3$. With $p$ the exact value and a factor 2 for the two signs,

$$p_2-p\approx2(-u-u+w),\qquad p_1-p\approx2(-u-w+u) = -2w,\qquad p_2-p_1\approx4(w-u).$$

Unequal bond orders act on the atoms. Let $t(d) = t\,e^{-\beta(d-d_0)}$ and displace the B sublattice by $\boldsymbol\eta$. The phases $e_j$ depend on $\mathbf x$ alone and do not change. At $\boldsymbol\eta=0$, $\partial d_j/\partial\boldsymbol\eta = \hat{\boldsymbol\delta}_j$, so $\partial t_j/\partial\boldsymbol\eta = -\beta t\hat{\boldsymbol\delta}_j$ and $\partial U/\partial\boldsymbol\eta = \sum_j(-2p_j)(-\beta t\hat{\boldsymbol\delta}_j)$. Using $\sum_j\hat{\boldsymbol\delta}_j = 0$ and $p_1=p_3$,

$$\mathbf F = -2\beta t\sum_jp_j\hat{\boldsymbol\delta}_j = -2\beta t\,(p_2-p_1)\,\hat{\boldsymbol\delta}_2 .$$

A uniaxial strain $\lambda$ along a unit vector $\mathbf e$, at fixed $\mathbf x$, sends $\boldsymbol\delta_j\to\boldsymbol\delta_j+\lambda\mathbf e(\mathbf e\cdot\boldsymbol\delta_j)$, so $\partial d_j/\partial\lambda = d_0(\mathbf e\cdot\hat{\boldsymbol\delta}_j)^2$. With the cell area $A$, the stress $\sigma = A^{-1}\partial U/\partial\lambda$ is

$$\sigma(\mathbf e) = \frac{2\beta td_0}{A}\sum_jp_j(\mathbf e\cdot\hat{\boldsymbol\delta}_j)^2 = \frac{2\beta td_0}{A}\left[\tfrac32p_1+(p_2-p_1)(\mathbf e\cdot\hat{\boldsymbol\delta}_2)^2\right],$$

because $\cos^2\phi = \tfrac12(1+\cos2\phi)$ summed over three directions $120^\circ$ apart gives $\tfrac32$. The stress along bond 2 minus the stress across it is $2\beta td_0(p_2-p_1)/A$. These are band contributions; a repulsive pair term, which involves no $k$ sum, adds no force and an isotropic stress at the symmetric geometry.

## The number

Take the round parameters $t=\Delta=0.1$ Ha, $a=5$ bohr, $\beta=1$ bohr$^{-1}$, so that $d_0 = 2.8868$ bohr and $A = 21.6506$ bohr$^2$. The exact values are $U = -0.382013$ Ha per cell and $p = 0.444810$. At $q=4$:

| shift | points | error of $U$ (Ha) | $p_1=p_3$ | $p_2$ |
|---|---|---|---|---|
| $0$ | 4 | $-3.263\times10^{-4}$ | 0.447030 | 0.447030 |
| half | 6 | $+1.103\times10^{-4}$ | 0.445119 | 0.441918 |
| third | 5 | $+1.831\times10^{-4}$ | 0.443516 | 0.443516 |

The half-shifted grid has the best energy of the three and is the only one with unequal bonds, $p_2-p_1 = -3.2017\times10^{-3}$. The first-star estimate is $4(-0.94341-6.3568)\times10^{-4} = -2.920\times10^{-3}$, which is 9% short of the grid value; at $q=8$ it is $3.774\times10^{-5}$ against $3.761\times10^{-5}$, 0.3% above it, the higher stars having died away. The sign differs between the two grids, so bond 2 is always the odd one, but whether it comes out weaker or stronger than the other two depends on $q$.

The force on B is $-2(1)(0.1)(-3.2017\times10^{-3}) = +6.40\times10^{-4}$ Ha/bohr, or 0.033 eV/Å, along $\hat{\boldsymbol\delta}_2 = (-0.8660,\,0.5000)$: the two stronger bonds pull B outward along the weak one. The exact force on a site with a threefold axis is zero, so all of this is error, and a relaxation on this grid would distort the crystal. The stress prefactor is $2(1)(0.1)(2.8868)/21.6506 = 0.026667$ Ha/bohr$^2$. Across bond 2 the stress is $0.026667\times1.5\times0.445119 = 1.7805\times10^{-2}$ Ha/bohr$^2$, and the anisotropy is $0.026667\times(-3.2017\times10^{-3}) = -8.54\times10^{-5}$ Ha/bohr$^2$, which is 0.5% of that stress.

Averaging over the three half shifts restores equality, since each bond plays the odd one once: $(2\times0.445119+0.441918)/3 = 0.444052$. A calculation that symmetrises densities, forces and stresses with the full group is in effect using the 48-point union, and its only penalty is cost. One that keeps only the four operations of the grid retains the spurious force: two of them are the identity and the crystal mirror that contains bond 2, which leave a force along that bond unchanged, and the other two are these combined with time reversal, which does not turn a force. The average is off by $0.444052-0.444810 = -0.000758$, against $+0.002220$ on the $\Gamma$ grid, again a ratio near $-\tfrac13$, because the mean of the three $g_j$ is fully symmetric.

For the energy the ratio $\mathrm{err}_{1/2}/\mathrm{err}_\Gamma$ is $-0.3703$, $-0.3381$, $-0.3333$ at $q = 2,4,8$. The first value follows from the exact identity: $-\tfrac13+\tfrac43(-3.263\times10^{-4})/(1.177\times10^{-2}) = -0.3333-0.0370 = -0.3703$. The third shift gives $-0.496$ at $q=8$, close to $-3/6$.

## Equal cost

At equal cost a factor 3 in favour of the shift competes with the decay of the coefficients between $q$ and $q_\Gamma$, which must be found. The first-star coefficient $c(n,0)$ is the Fourier coefficient in $\alpha_1$ of $G(\alpha_1)$, the average of $\varepsilon/t$ over $\alpha_2$. Put $D = \Delta/t$, $v = \cos(\alpha_1/2)$, $Y = \alpha_2+\alpha_1/2$. Then $\cos\alpha_2+\cos\alpha_3 = 2v\cos Y$ and $2\cos\alpha_1 = 4v^2-2$, so

$$\varepsilon^2/t^2 = D^2+1+4v^2+4v\cos Y .$$

Continue $\alpha_1$ to complex values. A zero of $\varepsilon^2$ in $Y$ can be avoided by bending the $Y$ contour, unless two zeros meet and pinch it, which needs $\partial_Y\varepsilon^2 = 0$, that is $\sin Y=0$. At $\cos Y=-1$ the expression is $\xi = (2v-1)^2+D^2$, which vanishes at $v = (1\pm iD)/2$. The case $\cos Y=+1$ reverses the sign of $v$, which shifts $\alpha_1$ by $2\pi$ and gives the same points. Write the singular point as $x_0 = \theta-i\gamma$. From $\cos(x_0/2) = (1+iD)/2$,

$$\cos\tfrac\theta2\cosh\tfrac\gamma2 = \tfrac12,\qquad \sin\tfrac\theta2\sinh\tfrac\gamma2 = \tfrac D2 .$$

Near $Y = \pi+y$ the integrand is $\sqrt{\xi+2vy^2}$. Its $\xi$-derivative integrates over $|y|<L$ to $(2v)^{-1/2}\operatorname{arsinh}(L\sqrt{2v/\xi})$, which behaves as $-\tfrac12(2v)^{-1/2}\ln\xi$ for small $\xi$, so $G$ contains $\xi\ln\xi$. With $\zeta = e^{i(\alpha_1-x_0)}$, $\xi$ is proportional to $1-\zeta$ near the singularity, and multiplying the series $\ln(1-\zeta) = -\sum\zeta^n/n$ by $1-\zeta$ gives $-\zeta+\sum_{n\ge2}\zeta^n/[n(n-1)]$. The coefficient of $e^{in\alpha_1}$ is thus proportional to $e^{-inx_0}/n^2 = e^{-in\theta}e^{-\gamma n}/n^2$ at large $n$. The partner singularity at $-x_0^*$ adds the complex conjugate:

$$c(n,0)\sim C\,\frac{e^{-\gamma n}\cos(\theta n+\varphi)}{n^2}.$$

For $D=1$ the branch point gives $\gamma = 1.0613$ and $\theta = 2.2370$; coefficients computed near $n=40$ give 1.0617 and 2.2365. Apart from the cosines, the first-star errors then stand in the ratio

$$\left|\frac{\mathrm{err}_\Gamma(q_\Gamma)}{\mathrm{err}_{1/2}(q)}\right|\approx\frac62\left(\frac{q}{q_\Gamma}\right)^2e^{-\gamma(q_\Gamma-q)},$$

whose prefactor tends to 1 and whose exponent grows as $\gamma(\sqrt3-1)q$. Each shifted grid is compared below with the densest $\Gamma$ grid that has no more irreducible points; errors of $U$ are in Ha.

| $q$ | $N_{1/2}$ | error | $q_\Gamma$ | $N_\Gamma$ | error |
|---|---|---|---|---|---|
| 2 | 2 | $-4.36\times10^{-3}$ | 2 | 2 | $+1.18\times10^{-2}$ |
| 4 | 6 | $+1.10\times10^{-4}$ | 5 | 5 | $+6.58\times10^{-5}$ |
| 6 | 12 | $+2.31\times10^{-7}$ | 9 | 12 | $-1.35\times10^{-7}$ |
| 8 | 20 | $-3.88\times10^{-7}$ | 12 | 19 | $-5.47\times10^{-9}$ |
| 10 | 30 | $+1.38\times10^{-8}$ | 16 | 30 | $+1.97\times10^{-11}$ |

At $q=2$ the belief is right for the energy: the cost is equal, $q_\Gamma=q$, and the shifted grid wins by a factor 2.7. At $q=8$ the estimate is $3(8/12)^2e^{-4\times1.0613} = 0.019$ and the observed ratio is $5.47\times10^{-9}/3.88\times10^{-7} = 0.014$. At $q=10$ the estimate is $3(10/16)^2e^{-6\times1.0613} = 0.0020$ and the observed ratio is 0.0014. The row $q=6$ is irregular: the shifted error is smaller than at $q=8$, and the $\Gamma$ grid leads by only a factor 1.7. The cause is a near zero of the cosine. Near the singularity $G\approx-\frac{1}{4\pi}(2v)^{-1/2}\xi\ln\xi$ with $2v = 1+iD$ and $\xi\approx2D\sin(x_0/2)\,(1-\zeta)$, so $Ce^{-i\varphi} = -(D/\pi)\sin(x_0/2)/\sqrt{1+iD}$. For $D=1$ this gives $C=0.283$, $\varphi=-2.517$ and $\cos(6\theta+\varphi) = -0.09$, against $-0.95$ at $n=8$. The leading term nearly vanishes at $n=6$, and the corrections of relative order $1/n$ fix what remains: $c(6,0) = 7.4\times10^{-7}$ is smaller in size than $c(8,0) = -9.7\times10^{-7}$. The oscillation does mean that a small error at one $q$ is no proof of convergence on either grid.

The argument needs a gap. As $D\to0$ the two equations give $\theta\to2\pi/3$, the position of the K point, and $\gamma\approx D/\sin(\pi/3) = 2D/\sqrt3\to0$. The coefficients then decay as a power, the first star no longer dominates exponentially, and neither the ratio $-\tfrac13$ nor the exponential gain holds until $\gamma q\gg1$; the invariance condition and the point counts do not depend on the gap. The table above is for $D=1$, and a smaller gap can reverse its ordering: the shifted $q=8$ grid beats the $q_\Gamma=12$ grid by a factor 2.4 at $D=0.3$ and about 15 at $D=0.1$, and at $D=0$ the ratio $\mathrm{err}_{1/2}/\mathrm{err}_\Gamma$ is near $-\tfrac16$ for $q=6,12,24$. The exact identity needs no gap either, provided that all the grids use the same occupation function. In a metal whose Fermi level is found separately on each grid, the integrand differs from grid to grid and the identity is no longer exact. The Hamiltonian was held fixed throughout. In a self-consistent calculation it depends on the grid through the density, so the identity between errors on different grids is no longer exact. Without symmetrisation the asymmetric density also enters the potential, and the band energies lose their symmetry as well.

The numerical check printed below asserts the allowed shifts on a mesh of twelfths, the orbit counts by enumeration, the aliasing sum and the bond orders against a twisted supercell, the force and the stress anisotropy against finite differences, the decay constants, and the equal-cost ordering at $q = 2$, 8 and 10.

## Calculated quantities

```
t = 0.1 Ha, Delta = 0.1 Ha, a = 5.0 bohr, beta = 1.0 1/bohr
hex C6: matrix [[0, -1], [1, 1]], invariant shifts 1
hex C3: matrix [[-1, -1], [1, 0]], invariant shifts 3
hex C2: matrix [[-1, 0], [0, -1]], invariant shifts 4
square C4: matrix [[0, -1], [1, 0]], invariant shifts 2
6/mmm invariant shifts: [('0', '0', '0'), ('0', '0', '1/2')]
operations kept of 12 (Gamma, half, third): [12, 4, 6]
points in symmetrised half-shifted 4x4 grid: 48
irreducible points q=4, square (Gamma, half): [6, 3]
irreducible points q=4, hex (Gamma, half, third): [4, 6, 5]
first-star sums hex: [6, -2, -3]  square: [4, -4]
d0 = 2.8868 bohr, cell area = 21.6506 bohr^2
exact U = -0.3820129057 Ha, exact bond order = 0.444810
gamma per cell: branch point 1.0613, coefficients 1.0617
theta (rad per cell): branch point 2.2370, coefficients 2.2365
q=4 Gamma: U error -3.2632e-04 Ha, p = 0.447030 0.447030 0.447030
q=4 half: U error +1.1033e-04 Ha, p = 0.445119 0.441918 0.445119
q=4 third: U error +1.8305e-04 Ha, p = 0.443516 0.443516 0.443516
q=4 symmetrised half: p = 0.444052
q=4: u +6.3568e-04, w -9.4341e-05, 4(w-u) -2.9201e-03, p2-p1 -3.2017e-03
q=8: u -5.3772e-06, w +4.0568e-06, 4(w-u) +3.7736e-05, p2-p1 +3.7610e-05
q=2: error ratio half/Gamma = -0.37031
q=4: error ratio half/Gamma = -0.33809
q=8: error ratio half/Gamma = -0.33331
q=8: error ratio third/Gamma = -0.49620
bond 2 unit vector = (-0.8660, 0.5000)
q=4 half: force along bond 2 = +6.4035e-04 Ha/bohr = +0.0329 eV/A
q=4 half: stress along 1.77194e-02, across 1.78048e-02 Ha/bohr^2
q=4 half: stress anisotropy = -8.5380e-05 Ha/bohr^2
equal cost: half q, N, U error (Ha) | Gamma q, N, U error (Ha)
   2  2 -4.357e-03 |  2  2 +1.177e-02
   4  6 +1.103e-04 |  5  5 +6.579e-05
   6 12 +2.310e-07 |  9 12 -1.346e-07
   8 20 -3.879e-07 | 12 19 -5.471e-09
  10 30 +1.382e-08 | 16 30 +1.969e-11
```
